# Lanczos Steps as Gauss Quadrature of a Spectral Measure

## 1. The spectral measure and the Lanczos matrix

Let $H$ be a Hermitian matrix and $v$ a unit vector. After $k$ Lanczos steps started from $v$, one has a real symmetric tridiagonal matrix $T_k$ of size $k$. Let its eigenvalues be $\theta_1,\dots,\theta_k$, and let $w_j$ be the square of the first component of the $j$th normalized eigenvector. Then, in exact arithmetic,

$$ \langle v|f(H)|v\rangle = \sum_{j=1}^{k} w_j\, f(\theta_j) \quad \text{for every polynomial } f \text{ of degree} \le 2k-1 . \tag{1} $$

The choice $f(x)=x^p$ gives the statement about moments,

$$ \langle v|H^p|v\rangle = (T_k^{\,p})_{11}, \qquad p = 0,1,\dots,2k-1 . \tag{2} $$

The right side of (1) is the Gauss quadrature of the spectral measure of $v$: no other rule with $k$ nodes has this degree of exactness. One condition is needed, namely that the procedure has not terminated before step $k$. It is made precise below.

### The spectral measure

Let $|n\rangle$ be orthonormal eigenvectors of $H$ with real eigenvalues $E_n$. A polynomial $f$ acts as $f(H)|n\rangle = f(E_n)|n\rangle$. Inserting the complete set of eigenvectors gives

$$ \langle v|f(H)|v\rangle = \sum_n |\langle n|v\rangle|^2 f(E_n) \equiv \int f\, d\mu . \tag{3} $$

The spectral measure $\mu$ thus places the weight $|\langle n|v\rangle|^2$ at the energy $E_n$. Its total weight is $\langle v|v\rangle = 1$. If $v$ is an orbital on one lattice site, $\mu$ is the local density of states of that site: it tells how the orbital is shared among the energy levels. The numbers $m_p=\int x^p d\mu$ are its moments.

Eigenvectors with the same eigenvalue contribute to the same point of $\mu$. Let $m$ be the number of distinct eigenvalues that carry nonzero weight. This number, rather than the size of $H$, limits the number of useful steps, and the condition for (1) is $k\le m$.

Polynomials have real coefficients in what follows. Formula (1) extends to complex coefficients because both sides are linear in $f$. For a real polynomial $g$, the matrix $g(H)$ is Hermitian, so (3) gives

$$ \| g(H)v\|^2 = \langle v|g(H)^2|v\rangle = \int g^2\, d\mu . \tag{4} $$

Suppose that $g$ has degree below $m$ and that this integral is zero. All terms in the sum are nonnegative, so $g$ must vanish at each of the $m$ energies that carry weight. A nonzero polynomial of degree below $m$ has fewer than $m$ roots. Hence

$$ \int g^2\, d\mu > 0 \quad \text{if } g\neq 0 \text{ and } \deg g < m . \tag{5} $$

It follows that $v, Hv,\dots,H^{m-1}v$ are linearly independent, also with complex coefficients. A vanishing combination would be $g(H)v=0$ with $\deg g<m$. Its component along $|n\rangle$ is $g(E_n)\langle n|v\rangle$, so $g$ would vanish at all $m$ energies with weight, which forces $g=0$. On the other hand, let $\Omega(x)$ be the product of $x-E$ over the $m$ distinct energies with weight. Then $\int\Omega^2d\mu=0$, so $\Omega(H)v=0$ by (4). Since $\Omega$ has leading term $x^m$, the vector $H^m v$ is a combination of the lower powers acting on $v$.

### The recurrence and its orthogonality

Set $q_1=v$, $b_0=0$ and $q_0=0$. Step $j$ of the Lanczos procedure computes

$$ a_j = \langle q_j|H|q_j\rangle, \qquad r_j = (H-a_j)q_j - b_{j-1}q_{j-1}, \qquad b_j = \|r_j\| . \tag{6} $$

If $b_j>0$, the next vector is $q_{j+1}=r_j/b_j$. If $b_j=0$, the procedure stops. Each step uses one product with $H$, and $k$ steps give $a_1,\dots,a_k$ and $b_1,\dots,b_k$. All these numbers are real, even when $H$ is complex. The last one, $b_k$, does not enter $T_k$, but it will measure the first error of the quadrature.

Only the two latest vectors are subtracted in (6), yet the new vector is orthogonal to all earlier ones. To prove this by induction, assume that $q_1,\dots,q_j$ are orthonormal. For $i<j$, rearranging (6) with index $i$ gives

$$ Hq_i = b_i q_{i+1} + a_i q_i + b_{i-1}q_{i-1} . \tag{7} $$

There are three cases for the overlap of $r_j$ with an earlier vector.

First, for $i=j$, the definition of $a_j$ gives $\langle q_j|r_j\rangle = a_j-a_j-0=0$.

Second, for $i=j-1$, the overlap is $\langle q_{j-1}|H|q_j\rangle - b_{j-1}$, because $q_{j-1}$ is orthogonal to $q_j$. Let $H$ act to the left, which is allowed because $H$ is Hermitian. By (7), the only part of $Hq_{j-1}$ that overlaps with $q_j$ is $b_{j-1}q_j$. The matrix element is therefore $b_{j-1}$, and the overlap vanishes.

Third, for $i<j-1$, the vector $Hq_i$ contains no vector beyond $q_{i+1}$, and $i+1<j$. Hence $\langle q_i|H|q_j\rangle=0$. The other two terms of $r_j$ are also orthogonal to $q_i$. So $r_j$ is orthogonal to $q_1,\dots,q_j$, and dividing it by its norm extends the orthonormal set.

It remains to see when $b_j$ can vanish. By construction, $r_j$ is a polynomial of degree $j$ in $H$ acting on $v$, with leading coefficient $1/(b_1\cdots b_{j-1})$, where an empty product is one. For $j<m$, (4) and (5) show that $r_j\ne0$, so $b_j>0$. For $j=m$, the vector $r_m$ lies in the space spanned by $v,\dots,H^mv$. This space has dimension $m$ and is already spanned by $q_1,\dots,q_m$. Since $r_m$ is orthogonal to all of them, it is zero. Thus

$$ b_1,\dots,b_{m-1} > 0, \qquad b_m = 0 . \tag{8} $$

From here on $k\le m$, so that $b_1,\dots,b_{k-1}$ are positive, while $b_k$ may be zero.

Let $Q$ be the matrix with columns $q_1,\dots,q_k$, and let $e_j$ be the $j$th unit column of length $k$. Let $T_k$ have diagonal $a_1,\dots,a_k$ and off-diagonal elements $b_1,\dots,b_{k-1}$. Equations (6) and (7) combine into

$$ HQ = QT_k + r_k e_k^{T}, \qquad Q^\dagger Q = 1, \qquad Q^\dagger r_k = 0, \qquad Q^\dagger HQ=T_k . \tag{9} $$

The last relation follows from the first on multiplication by $Q^\dagger$. In physical terms, $T_k$ is the Hamiltonian of a chain with site energies $a_j$ and couplings $b_j$, whose first site is the start vector. It is the part of $H$ that acts within the space spanned by the Lanczos vectors.

### The orthogonal polynomials of the measure

Replace $H$ by a variable $x$ in the recurrence. Define $p_{-1}=0$, $p_0=1$ and, for $1\le j\le k-1$,

$$ b_j\, p_j(x) = (x-a_j)\,p_{j-1}(x) - b_{j-1}\,p_{j-2}(x) . \tag{10} $$

This is (6) with $q_{j+1}$ replaced by $p_j(x)$. Since $q_1=v=p_0(H)v$, induction gives $q_{j+1}=p_j(H)v$. The orthonormality of the vectors then becomes a property of the polynomials:

$$ \delta_{ij} = \langle q_{i+1}|q_{j+1}\rangle = \langle v|p_i(H)p_j(H)|v\rangle = \int p_i\,p_j\, d\mu . \tag{11} $$

The Lanczos procedure therefore constructs the orthonormal polynomials of $\mu$ without knowing any eigenvalue of $H$. Each $p_j$ has degree $j$, so $p_0,\dots,p_{k-1}$ form a basis for all polynomials of degree below $k$.

The polynomial of degree $k$ plays a special part. Since $b_k$ may vanish, it is safer not to divide by it. Define $\pi_{-1}=0$, $\pi_0=1$ and

$$ \pi_j(x) = (x-a_j)\,\pi_{j-1}(x) - b_{j-1}^2\,\pi_{j-2}(x), \qquad 1\le j\le k . \tag{12} $$

The leading coefficient of $\pi_j$ is one. Write $B_j=b_1b_2\cdots b_j$, with $B_0=1$. Multiply (10) by $B_{j-1}$. In the last term, use $B_{j-1}=b_{j-1}B_{j-2}$ when $j\ge2$; for $j=1$ that term is absent. The result is

$$ B_jp_j = (x-a_j)B_{j-1}p_{j-1} - b_{j-1}^2B_{j-2}p_{j-2} . $$

This is the recurrence (12), so $\pi_j=B_jp_j$ for $j<k$. The same multiplication applied to $r_k$ in (6) gives

$$ \pi_k(H)v = B_{k-1}r_k . \tag{13} $$

Two consequences follow. The norm of $r_k$ is $b_k$, so (4) gives the first relation below. The vector $r_k$ is orthogonal to every $q_{i+1}=p_i(H)v$ with $i<k$, and these $p_i$ span all lower degrees, which gives the second:

$$ \int \pi_k^2\,d\mu = B_k^2 = b_1^2b_2^2\cdots b_k^2, \qquad \int \pi_k\, g\, d\mu = 0 \ \text{ if } \deg g<k . \tag{14} $$

Both relations hold also when $b_k=0$.

### Nodes and weights from the small matrix

The roots of $\pi_k$ are the eigenvalues of $T_k$. To show this, let $D_j(x)=\det(x-T_j)$, where $T_j$ is the upper left block of size $j$, and put $D_0=1$. Expand the determinant along its last row for $j\ge2$. The diagonal entry contributes $(x-a_j)D_{j-1}$. The other entry is $-b_{j-1}$ and has cofactor sign $-1$. In its minor, the last column has a single nonzero entry, $-b_{j-1}$, in the last row, so the minor equals $-b_{j-1}D_{j-2}$. The product of the three factors is $-b_{j-1}^2D_{j-2}$. Thus $D_j$ obeys (12). Since $D_1=x-a_1=\pi_1$, the two sequences agree, and

$$ \pi_k(x) = \det(x-T_k) = \prod_{j=1}^k (x-\theta_j) . \tag{15} $$

Now let $s$ be a real unit eigenvector of $T_k$ with eigenvalue $\theta$ and components $s_1,\dots,s_k$. Row $i$ of $T_ks=\theta s$, for $i<k$, reads

$$ b_i s_{i+1} = (\theta-a_i)s_i - b_{i-1}s_{i-1} . \tag{16} $$

This is (10) at $x=\theta$, with starting value $s_1$ in place of one. Hence $s_{i+1}=p_i(\theta)s_1$. If $s_1$ were zero, the whole vector would be zero, so $s_1\neq0$. The eigenvector is fixed by $\theta$ up to a factor, and no eigenvalue can be degenerate. As a real symmetric matrix, $T_k$ has $k$ orthonormal eigenvectors, so it has $k$ distinct eigenvalues.

Denote component $i$ of the $j$th eigenvector by $s_{ij}$. With $w_j=s_{1j}^2$, the normalization $\sum_i s_{ij}^2=1$ gives

$$ s_{i+1,j} = p_i(\theta_j)\,s_{1j}, \qquad w_j = s_{1j}^2 = \left[\sum_{i=0}^{k-1}p_i(\theta_j)^2\right]^{-1} > 0 . \tag{17} $$

The spectral decomposition of $T_k$ also gives

$$ [f(T_k)]_{11} = \sum_{j=1}^k s_{1j}\,f(\theta_j)\,s_{1j} = \sum_{j=1}^k w_j f(\theta_j) . \tag{18} $$

The candidate rule is therefore itself a spectral measure: that of the first site of the Lanczos chain. For $f=1$ it gives $\sum_jw_j=1$. The approximate density of states is nonnegative and has the correct total weight for every allowed $k$.

## 2. Exactness, error and a worked case

The first half supplies the following. The measure $\mu$ represents $\langle v|f(H)|v\rangle$ as $\int f\,d\mu$ and has $m\ge k$ distinct energies with weight. The matrix $T_k$ has diagonal elements $a_j$, positive off-diagonal elements $b_j$, distinct eigenvalues $\theta_j$ and weights $w_j=s_{1j}^2$. The polynomials $p_0,\dots,p_{k-1}$ are orthonormal under $\mu$. The polynomial $\pi_k=\prod_j(x-\theta_j)$ is orthogonal to all lower degrees, and its squared norm is $B_k^2=b_1^2\cdots b_k^2$. The final residual norm $b_k$ vanishes if and only if $k=m$.

### Proof of exactness through degree $2k-1$

Start with degrees below $k$. The eigenvectors of $T_k$ form a real orthogonal matrix, so its rows are orthonormal as well as its columns. Taking the first row with row $i+1$, and using (17), gives

$$ \delta_{i0} = \sum_{j=1}^k s_{1j}\,s_{i+1,j} = \sum_{j=1}^k w_j\,p_i(\theta_j), \qquad 0\le i\le k-1 . \tag{19} $$

By (11) with $p_0=1$, the integral $\int p_i\,d\mu$ is also $\delta_{i0}$. The rule is exact for each $p_i$, and hence for every polynomial of degree below $k$.

Now let $f$ have degree at most $2k-1$. Divide it by $\pi_k$:

$$ f = g\,\pi_k + r, \qquad \deg g\le k-1, \qquad \deg r\le k-1 . \tag{20} $$

In the integral, the term $g\pi_k$ vanishes by the orthogonality in (14). In the sum, it vanishes because every node is a root of $\pi_k$. The remainder $r$ has degree below $k$ and is treated exactly by (19). Therefore

$$ \int f\,d\mu = \int r\,d\mu = \sum_j w_j r(\theta_j) = \sum_j w_j f(\theta_j) . \tag{21} $$

This proves (1), and with (18) it proves (2).

The doubling of the order can also be seen in the vectors. The column $T_k^{\,p}e_1$ has no component beyond $p+1$, since each factor of $T_k$ moves at most one site along the chain. For $p\le k-2$ its last component is zero, so the residual term in (9) does not contribute when $H$ acts on $QT_k^{\,p}e_1$. Repeated use of (9) gives $H^pv=QT_k^{\,p}e_1$ for $p\le k-1$. Placing one more $H$ between two such vectors, with $i,j\le k-1$, gives

$$ \langle v|H^{i}\,H\,H^{j}|v\rangle = e_1^TT_k^{\,i}\,(Q^\dagger HQ)\,T_k^{\,j}e_1 = (T_k^{\,i+j+1})_{11} . \tag{22} $$

The highest order reached is $2(k-1)+1=2k-1$. Each side supplies $k-1$ powers, and the projected Hamiltonian supplies the last one.

### Why this is the Gauss rule

Suppose that another rule, with $k$ distinct real nodes $x_j$ and weights $c_j$, is also exact through degree $2k-1$. Let $\omega(x)=\prod_j(x-x_j)$. For any $g$ of degree below $k$, the product $\omega g$ has degree at most $2k-1$, so

$$ \int \omega g\,d\mu = \sum_j c_j\,\omega(x_j)\,g(x_j) = 0 . \tag{23} $$

By (14), $\pi_k$ has the same property, and so does the difference $d=\omega-\pi_k$. The leading terms cancel in $d$, so its degree is below $k$, and $g=d$ is allowed. Then $\int d^2d\mu=0$, and (5) gives $d=0$ because $k\le m$. The nodes must be the $\theta_j$.

The weights follow from the Lagrange polynomials

$$ \ell_j(x)=\prod_{i\ne j}\frac{x-\theta_i}{\theta_j-\theta_i}, \qquad c_j = \int \ell_j\,d\mu = w_j . \tag{24} $$

Here $\ell_j$ is one at $\theta_j$ and zero at the other nodes. Its degree is $k-1$, so both rules integrate it exactly, and each gives its own $j$th weight. The two rules coincide.

### The first moment that differs

The polynomial $x^{2k}-\pi_k^2$ has degree at most $2k-1$, because the leading terms cancel. The rule is exact for it. The rule also gives zero for $\pi_k^2$, whereas the integral of $\pi_k^2$ is given by (14). Subtracting the two results leaves

$$ \int x^{2k}d\mu - \sum_jw_j\theta_j^{2k} = \int\pi_k^2\,d\mu = b_1^2b_2^2\cdots b_k^2 . \tag{25} $$

For $k<m$ this is positive, so the rule underestimates the moment of order $2k$. No other rule with $k$ nodes can be exact through degree $2k$ either. The square of its node polynomial would give zero in the sum but, by (5), a positive integral.

The Lanczos chain gives (25) a simple meaning. The element $(T_k^{\,p})_{11}$ is a sum over closed walks of $p$ steps that begin and end on site 1. A step either stays on site $j$, with factor $a_j$, or crosses a bond, with factor $b_j$. Adding site $k+1$ changes nothing until a walk can reach it and return, which takes $k$ steps out and $k$ steps back. At order $2k$ there is one such walk, and its factor is $b_1^2\cdots b_k^2$.

For $k=1$ the rule has the single node $a_1=m_1$, with weight one. Equation (25) then reads $m_2-m_1^2=b_1^2$: the first off-diagonal element is the standard deviation of the energy in the start vector.

### Functions that are not polynomials

Let $f$ be a real function with $2k$ continuous derivatives on the interval $[E_{\min},E_{\max}]$ between the extreme eigenvalues of $H$. All nodes lie in this interval. Indeed, if $s_j$ is the $j$th eigenvector of $T_k$, then $Qs_j$ is a unit vector and $\theta_j=\langle Qs_j|H|Qs_j\rangle$ is an average of eigenvalues.

Let $h$ be the polynomial of degree at most $2k-1$ that agrees with $f$ and $f'$ at all $k$ nodes. It exists and is unique: these are $2k$ linear conditions on $2k$ coefficients. If all the prescribed values are zero, $h$ has $k$ double roots, which its degree permits only for $h=0$.

Fix a point $x$ in the interval that is not a node, and consider

$$ F(t)=f(t)-h(t)-C\,\pi_k(t)^2, \qquad C=\frac{f(x)-h(x)}{\pi_k(x)^2} . \tag{26} $$

$F$ vanishes at $x$ and at the $k$ nodes. By Rolle's theorem, $F'$ has $k$ zeros strictly between these $k+1$ points. It also vanishes at the $k$ nodes, which makes $2k$ distinct zeros. Applying Rolle's theorem $2k-1$ more times gives a point $\xi$ where $F^{(2k)}(\xi)=0$. The derivative of order $2k$ removes $h$ and turns $\pi_k^2$ into $(2k)!$, so $C=f^{(2k)}(\xi)/(2k)!$. Hence

$$ f(x)-h(x)=\frac{f^{(2k)}(\xi)}{(2k)!}\,\pi_k(x)^2 . \tag{27} $$

At a node both sides are zero for any $\xi$. Integrate (27) over $\mu$. The rule is exact for $h$ and gives the same sum for $h$ as for $f$. The left side therefore becomes the quadrature error $R_k=\int f\,d\mu-\sum_jw_jf(\theta_j)$. The factor $\pi_k^2$ is nonnegative and has integral $B_k^2$, so

$$ \frac{B_k^2}{(2k)!}\min f^{(2k)} \le R_k \le \frac{B_k^2}{(2k)!}\max f^{(2k)} , \tag{28} $$

with the extrema taken over $[E_{\min},E_{\max}]$.

The resolvent shows where this stops being useful. For real $z>E_{\max}$ and $f(x)=1/(z-x)$, the derivative is $f^{(2k)}=(2k)!/(z-x)^{2k+1}$. The upper bound in (28) is then $B_k^2/(z-E_{\max})^{2k+1}$, which diverges as $z$ approaches the spectrum. For real $z$ inside the interval, $f$ is singular there and (28) does not apply. A density of states broadened by a Lorentzian of half-width $\eta$ corresponds to $f(x)=-\mathrm{Im}\,[1/(z-x)]/\pi$ with $z=E+i\eta$. Since $|z-x|\ge\eta$, one has $|f^{(2k)}|\le(2k)!/(\pi\eta^{2k+1})$, and (28) gives $|R_k|\le B_k^2/(\pi\eta^{2k+1})$. This is useful only when $B_k^2$ is small compared with $\eta^{2k}$, because $f$ itself never exceeds $1/(\pi\eta)$. That can happen for $k<m$, for instance when all but $k$ of the energies carry negligible weight. In the four-step cluster example below it does not: for $\eta=1$ eV the bound is $94.31/\pi\approx30$ eV$^{-1}$, so (28) gives no guarantee there that the rule locates individual peaks.

### Termination

If $k=m$, then $b_m=0$ and (14) gives $\int\pi_m^2d\mu=0$. The polynomial $\pi_m$ vanishes at all $m$ energies with weight, so these are its $m$ roots. By (24), $w_j$ is then the full weight of $\mu$ at $\theta_j$. The rule has become the measure itself and is exact for every function.

A small case shows the role of degeneracy. Take levels at 0, 1, 1 and 3 eV with populations 0.1, 0.2, 0.3 and 0.4. The first two moments are $m_1=0.2+0.3+1.2=1.7$ eV and $m_2=0.2+0.3+3.6=4.1$ eV$^2$. Thus $b_1^2=4.1-2.89=1.21$ eV$^2$ and $b_1=1.1$ eV. The computed $b_2$ is 0.701 eV, and $b_3$ vanishes to within $10^{-12}$ eV. Three steps return nodes at 0, 1 and 3 eV with weights 0.1, 0.5 and 0.4. The two states at 1 eV appear as one node with their combined weight, so a single start vector does not reveal the multiplicity.

### A local density of states

Consider one electron on a cluster of $5\times4$ sites, labelled $x=0,\dots,4$ and $y=0,\dots,3$. The site energy is $0.3x+0.2y$ eV. The hopping amplitude is $-1$ eV along $x$ and $-e^{0.5ix}$ eV from $(x,y)$ to $(x,y+1)$, which gives a magnetic phase of 0.5 rad per plaquette. These are round model parameters. The start vector is the orbital at $(1,1)$. All 20 levels are distinct and carry weight, so $m=20$, and four steps are well short of termination.

The first coefficients can be found by hand. The start site has energy $a_1=0.3+0.2=0.5$ eV. It has four neighbours, each coupled with magnitude 1 eV, so $b_1^2=4$ eV$^2$ and $b_1=2$ eV. The vector $q_2$ is spread equally over these neighbours, which are not coupled to each other. Their mean site energy is $a_2=(0.2+0.8+0.3+0.7)/4=0.5$ eV. The program gives the same values, and the rest are

$$ b_2=2.0785,\quad a_3=0.6157,\quad b_3=1.4776,\quad a_4=1.7560,\quad b_4=1.5810 \ \text{eV}. $$

Diagonalizing $T_4$ gives the quadrature:

| Node (eV) | Weight |
|---:|---:|
| −2.49685 | 0.20600 |
| −0.01711 | 0.41102 |
| 2.10191 | 0.25432 |
| 3.78382 | 0.12866 |

The nodes lie between the extreme eigenvalues, −2.5358 and 4.3358 eV. The first moment of the rule is

$$ -0.5143-0.0070+0.5346+0.4868=0.500\ \text{eV}, $$

which is $a_1$. For the fourth moment, two applications of $T_4$ to $e_1$ give the components $a_1^2+b_1^2=4.25$, $b_1(a_1+a_2)=2$ and $b_1b_2=4.157$ eV$^2$. The squared length of this column is

$$ m_4 = 18.0625+4+17.2807=39.343\ \text{eV}^4 , $$

in agreement with the full diagonalization. At the last guaranteed order, both routes give $m_7=1350.185$ eV$^7$. At order eight they separate: the full value is 5908.370 eV$^8$ and the rule gives 5814.062 eV$^8$. The difference is 94.308 eV$^8$, or 1.6% of the full moment. Equation (25) predicts

$$ b_1^2b_2^2b_3^2b_4^2 = 4\times4.3202\times2.1834\times2.4995 = 94.31\ \text{eV}^8 . $$

The placement of the nodes matters. Four equally spaced nodes from $E_{\min}$ to $E_{\max}$, with weights obtained by integrating their Lagrange polynomials, reproduce moments 0 to 3. At order four, the full moment minus that of this rule is −1.934 eV$^4$, an error of 4.9% relative to $m_4$.

For a smooth function, take $f(E)=e^{-E/\varepsilon}$ with $\varepsilon=2$ eV. The full result is 1.240745157 and the four-node result is 1.240738866, so $R_4=6.29\times10^{-6}$. Since $f^{(8)}=\varepsilon^{-8}f$ is positive, (28) requires a positive error. The common factor is $94.308/(8!\times2^8)=9.137\times10^{-6}$. Multiplying it by $f(E_{\max})$ and $f(E_{\min})$ gives the bounds

$$ 1.05\times10^{-6} < R_4 < 3.25\times10^{-5} , $$

which contain the computed error.

### Rounding

The proof uses $Q^\dagger Q=1$, which the short recurrence guarantees in exact arithmetic. In a computation, a rounding error in $r_j$ is divided by $b_j$ when $q_{j+1}$ is formed, so a small $b_j$ magnifies it. The error then enters all later vectors. It can grow from step to step even when no $b_j$ is small, so large couplings do not protect a long run. If orthogonality is lost in a long run, the first relation in (9) still holds to rounding accuracy, because the vectors are computed from it, but $Q^\dagger Q=1$ and $Q^\dagger HQ=T_k$ fail, and the proof does not cover the resulting $T_k$. Explicitly orthogonalizing each new vector against all earlier ones restores the condition to working accuracy. The four-step run above does not need this: each vector is normalized by construction, and the numerical check confirms that the overlaps between different vectors are below $10^{-12}$ in magnitude. It also obtains the same nodes and weights from the moments of the full diagonalization, without using the Lanczos coefficients.

## Computed results

```
cluster: 5 x 4 sites; start site x=1, y=1
hopping 1.0 eV; phase per plaquette 0.5 rad
site energy slopes: x 0.3 eV, y 0.2 eV per site
lowest, highest eigenvalue: -2.535750, 4.335750 eV
distinct levels with weight: 20; Lanczos steps k = 4
a_1 = 0.500000 eV, b_1 = 2.000000 eV
a_2 = 0.500000 eV, b_2 = 2.078501 eV
a_3 = 0.615736 eV, b_3 = 1.477624 eV
a_4 = 1.756038 eV, b_4 = 1.580992 eV
node 1: Lanczos -2.496849 eV, weight 0.205999; from moments -2.496849 eV, 0.205999
node 2: Lanczos -0.017109 eV, weight 0.411020; from moments -0.017109 eV, 0.411020
node 3: Lanczos 2.101912 eV, weight 0.254325; from moments 2.101912 eV, 0.254325
node 4: Lanczos 3.783820 eV, weight 0.128656; from moments 3.783820 eV, 0.128656
moments: order p, full diagonalization, Lanczos rule (eV^p)
p=0: 1.000000, 1.000000
p=1: 0.500000, 0.500000
p=2: 4.250000, 4.250000
p=3: 6.125000, 6.125000
p=4: 39.343160, 39.343160
p=5: 90.232901, 90.232901
p=6: 449.430304, 449.430304
p=7: 1350.184844, 1350.184844
p=8: 5908.370294, 5814.062457
defect at p=8: 94.307836 eV^8
product of b_j^2, j=1..4: 94.307836 eV^8
equally spaced nodes (eV): -2.535750 -0.245250 2.045250 4.335750
their moment error at p=4: -1.933610 eV^4
exp(-E/scale), scale = 2.0 eV:
  full 1.240745157, Lanczos rule 1.240738866 (no unit)
  error 6.2912e-06, bounds 1.0454e-06 to 3.2465e-05 (no unit)
termination example, levels (eV): [0. 1. 1. 3.]
  populations (no unit): [0.1 0.2 0.3 0.4]
  b_1, b_2 (eV): 1.100000 0.701263
  b_3 below 1e-12 eV: True
  nodes (eV): 0.000000 1.000000 3.000000
  weights (no unit): 0.100000 0.500000 0.400000
```
